# Interaction of an electron with a closed shell in Slater integrals

## What symmetry fixes

A filled shell \(n'l'\) contains every orbital projection \(m'\) with both spins. A rotation of space mixes the projections among themselves, and a rotation of spin mixes the two spin states. Neither changes the space spanned by the occupied spin-orbitals, so the Coulomb field of the shell, including exchange, is invariant under both.

Let an outer electron occupy the subspace \(nl\), with its \(2l+1\) projections and two spins. This subspace is irreducible under independent rotations of space and spin. By Schur's lemma, an invariant operator restricted to it is a number times the identity. That number is the interaction energy \(E\), which therefore cannot depend on \(m\) or on spin.

The Coulomb operator supplies radial integrals with the dimension of energy, and the angular and spin sums supply pure numbers. A closed shell has a spherical density, so its direct part can contain only the monopole integral \(F^0\). The exchange part can contain several integrals \(G^k\). Hence

\[
E=A\,F^0-\sum_k B_k\,G^k ,
\]

where \(A\) and \(B_k\) depend only on \(l\) and \(l'\). The calculation below gives

\[
\boxed{E=(4l'+2)F^0-(2l'+1)\sum_k
\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}^{2}G^k}
\]

with \(k=|l-l'|,\,|l-l'|+2,\ldots,\,l+l'\).

## Energy and radial integrals

Hartree atomic units are used. The orbitals are non-relativistic and orthonormal,

\[
\psi_{nlm}(\mathbf r)=\frac{P_{nl}(r)}{r}Y_{lm}(\Omega),\qquad
\int_0^\infty P_{nl}^2\,dr=1 ,
\]

and all \(4l'+2\) electrons of the shell share one real function \(P_{n'l'}\). If \(l=l'\), orthogonality requires \(\int P_{nl}P_{n'l'}\,dr=0\). If \(l\ne l'\), the angles ensure it.

Define \(E\) as the Coulomb expectation value of the determinant "shell plus outer electron" minus that of the shell alone. The orbitals are held fixed, so this is a first-order energy without relaxation or correlation.

When \(1/r_{12}\) acts on two electrons of a determinant, the remaining electrons contribute overlaps of orthonormal orbitals. Only two permutations survive: the identity, and the exchange of the chosen pair, which carries a minus sign. Pairs inside the shell cancel in the difference, leaving

\[
E=\sum_{m'\sigma'}\left[J(m,m')-\delta_{\sigma\sigma'}K(m,m')\right]
=2\sum_{m'}J(m,m')-\sum_{m'}K(m,m').
\]

The spin sum gives 2 in the direct term. Exchange requires parallel spins and gives 1, whichever spin \(\sigma\) the outer electron has. The pair integrals are

\[
J=\iint\frac{|\psi_{nlm}(1)|^2|\psi_{n'l'm'}(2)|^2}{r_{12}}\,d^3r_1d^3r_2,
\]

\[
K=\iint\frac{\psi^*_{nlm}(1)\psi^*_{n'l'm'}(2)
\psi_{n'l'm'}(1)\psi_{nlm}(2)}{r_{12}}\,d^3r_1d^3r_2 .
\]

With \(\omega\) the angle between the two position vectors, the generating function of the Legendre polynomials gives

\[
\frac1{r_{12}}=\sum_{k=0}^{\infty}\frac{r_<^k}{r_>^{k+1}}P_k(\cos\omega).
\]

The radial factors are then

\[
F^k=\iint P_{nl}^2(r_1)\frac{r_<^k}{r_>^{k+1}}P_{n'l'}^2(r_2)\,dr_1dr_2,
\]

\[
G^k=\iint P_{nl}(r_1)P_{n'l'}(r_1)\frac{r_<^k}{r_>^{k+1}}
P_{nl}(r_2)P_{n'l'}(r_2)\,dr_1dr_2 .
\]

## The direct coefficient

The angular sums use the addition theorem

\[
\sum_{m'}Y_{l'm'}(1)Y^*_{l'm'}(2)=\frac{2l'+1}{4\pi}P_{l'}(\cos\omega).
\]

It holds because the left side is unchanged when both directions rotate together, and so depends only on \(\omega\). Placing direction 2 on the \(z\) axis leaves only \(m'=0\), with \(Y_{l'0}=\sqrt{(2l'+1)/4\pi}\,P_{l'}\), which gives the right side.

For coincident directions, \(P_{l'}(1)=1\) and \(\sum_{m'}|Y_{l'm'}|^2=(2l'+1)/4\pi\). Therefore

\[
\sum_{m'}J=\sum_kF^k\,\frac{2l'+1}{4\pi}
\int d\Omega_1|Y_{lm}(1)|^2\int d\Omega_2\,P_k(\cos\omega).
\]

The last integral is \(4\pi\delta_{k0}\), and the integral over direction 1 is 1. Thus \(\sum_{m'}J=(2l'+1)F^0\), and the two spins give \(A=4l'+2\).

## The exchange coefficient

In \(K\), the shell orbitals appear as \(Y_{l'm'}(1)Y^*_{l'm'}(2)\). The addition theorem now gives

\[
\sum_{m'}K=\sum_kG^k\frac{2l'+1}{4\pi}
\iint Y^*_{lm}(1)P_k(\cos\omega)P_{l'}(\cos\omega)Y_{lm}(2)\,d\Omega_1d\Omega_2 .
\]

Expand the product of Legendre polynomials. Since \(\int_{-1}^1P_L^2dx=2/(2L+1)\),

\[
P_kP_{l'}=\sum_L(2L+1)\,T(L,k,l')\,P_L,\qquad
T(L,k,l')=\frac12\int_{-1}^{1}P_LP_kP_{l'}\,dx .
\]

Writing \(P_L\) through the addition theorem and using orthonormality of the harmonics gives

\[
\int P_L(\cos\omega)Y_{lm}(2)\,d\Omega_2
=\frac{4\pi}{2l+1}\delta_{Ll}Y_{lm}(1).
\]

Only \(L=l\) contributes. Its factor \(2l+1\) cancels the denominator, and \(4\pi\) cancels the prefactor:

\[
\sum_{m'}K=(2l'+1)\sum_kT(l,k,l')G^k .
\]

The projection \(m\) has disappeared. If the bra has a different projection \(m_1\), the remaining integral is \(\int Y^*_{l m_1}Y_{lm}\,d\Omega=\delta_{m_1m}\), so off-diagonal elements vanish, as the symmetry argument requires.

## From the Legendre integral to the 3j symbol

It remains to show that \(T(l,k,l')\) is the squared 3j symbol. The 3j symbols are the real components of the normalized rotationally invariant vector made from angular momenta \(l,k,l'\). Coupling \(k\) with \(l'\) produces \(l\) at most once, so this vector is unique up to sign. When it does not exist, the symbol is defined as zero.

Consider

\[
I(m_1,m_2,m_3)=\int Y_{lm_1}Y_{km_2}Y_{l'm_3}\,d\Omega .
\]

This is an invariant linear functional on the product space, so it is a multiple of the projection onto the invariant vector:

\[
I(m_1,m_2,m_3)=g\begin{pmatrix}l&k&l'\\m_1&m_2&m_3\end{pmatrix}.
\]

The integrals are real, hence \(g\) is real. Let \(N=(2l+1)(2k+1)(2l'+1)\). Because the squared 3j symbols sum to 1, three uses of the addition theorem give

\[
g^2=\sum_{m_1m_2m_3}|I|^2
=\frac{N}{(4\pi)^3}\iint P_lP_kP_{l'}\,d\Omega_1d\Omega_2
=\frac{N}{(4\pi)^3}(4\pi)(2\pi)(2T)=\frac{NT}{4\pi}.
\]

Setting all projections to zero gives a second relation,

\[
I(0,0,0)=\frac{\sqrt N}{(4\pi)^{3/2}}(2\pi)(2T)
=\sqrt{\frac{N}{4\pi}}\,T
=g\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}.
\]

Squaring it, inserting \(g^2\) and cancelling \(N/4\pi\) yields

\[
T^2=T\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}^2 .
\]

If \(T\ne0\), division by \(T\) proves the identity. The cases with \(T=0\) need separate attention.

- **Outside the triangle** \(|l-l'|\le k\le l+l'\), no invariant vector exists. Both \(I(0,0,0)\) and the 3j symbol vanish, so \(T=0\) as well.
- **For odd \(l+k+l'\)**, the integrand in \(T\) is odd. A rotation by \(\pi\) about the \(y\) axis multiplies the all-zero component of the invariant vector by \((-1)^{l+k+l'}=-1\). Invariance forces that component to vanish too.
- **For an even sum inside the triangle**, \(T\) is nonzero, as follows.

Take complex vectors with \(\mathbf a\cdot\mathbf a=\mathbf b\cdot\mathbf b=\mathbf c\cdot\mathbf c=0\), without complex conjugation. The polynomial \((\mathbf a\cdot\mathbf r)^l\) has zero Laplacian, so on the unit sphere it is a combination of the \(Y_{lm}\). The same holds for \((\mathbf b\cdot\mathbf r)^{l'}\) and \((\mathbf c\cdot\mathbf r)^k\). Average their product over a vector \(\mathbf r\) with independent Gaussian components of unit variance. The average is a sum over pairings of the linear factors, each pair giving a dot product. Pairs of equal vectors vanish, so every surviving pairing gives

\[
(\mathbf a\cdot\mathbf b)^\alpha(\mathbf b\cdot\mathbf c)^\beta
(\mathbf c\cdot\mathbf a)^\gamma,
\]

with \(\alpha=(l+l'-k)/2\), \(\beta=(l'+k-l)/2\) and \(\gamma=(l+k-l')/2\). These are non-negative integers under the stated conditions, so such pairings exist. For \(\mathbf a=(1,i,0)\), \(\mathbf b=(1,-i,0)\), \(\mathbf c=(1,0,i)\), the dot products are 2, 1 and 1, and the average is positive. It equals a positive radial average times the average over the sphere. At least one \(I(m_1,m_2,m_3)\) is therefore nonzero, which makes \(g\) and \(T\) nonzero.

Thus \(B_k=(2l'+1)\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}^2\), which completes the formula.

## Implementation and limits

The coefficient can be computed directly from \(T\). Its integrand has degree at most \(2(l+l')\) for the required \(k\), so Gauss–Legendre quadrature with \(l+l'+1\) points is exact apart from rounding. Expanding \(P_lP_{l'}\) and setting \(x=1\) also gives a useful control:

\[
\sum_k(2k+1)\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}^2=1 .
\]

For two radial densities \(D_1,D_2\), write the smaller radius as \(tr\), where \(r\) is the larger one. The kernel is \(t^k/r\) and the measure is \(r\,dr\,dt\), so both types of Slater integral become

\[
\int_0^\infty dr\int_0^1dt\;t^k
\left[D_1(tr)D_2(r)+D_2(tr)D_1(r)\right].
\]

This removes the change of form at equal radii. Use \(D_1=P_{nl}^2\), \(D_2=P_{n'l'}^2\) for \(F^k\), and \(D_1=D_2=P_{nl}P_{n'l'}\) for \(G^k\).

For a closed \(s\) shell, \(E=2F^0-G^l/(2l+1)\), since \(T(l,l,0)=1/(2l+1)\). If the outer electron lies almost entirely beyond the shell, the overlap density and \(G^k\) tend to zero, while \(F^0\) tends to \(\langle1/r\rangle_{nl}\). The energy becomes \((4l'+2)\langle1/r\rangle_{nl}\), the repulsion from a point charge of \(4l'+2\) electrons.

With several outer electrons in \(nl\), each shell–outer interaction, summed over all electrons of the shell, acts on its outer electron as the one-electron operator \(E\) times the identity. For \(q\) such electrons, the shell adds \(qE\) to every state, besides its own internal energy. At this order it does not split their terms.

The formula also gives the Coulomb repulsion energy among the electrons of a filled shell, without their kinetic energy or their attraction to the nucleus. Set \(n'l'=nl\), so that \(G^k=F^k\). Including an electron's interaction with itself is harmless because \(J(m,m)=K(m,m)\) for the same spin-orbital. The \(k=0\) exchange term is \((2l+1)T(l,0,l)F^0=F^0\). It comes from \(m'=m\) alone and cancels the monopole part of this self-interaction. For \(l>0\), the \(k>0\) parts of \(J(m,m)\) are cancelled by the equal \(k>0\) parts of \(K(m,m)\), which are already contained in the exchange sum. Multiplying by \(4l+2\) electrons and by \(1/2\) to count each pair once gives

\[
E_{\rm shell}=(2l+1)\left[(4l+1)F^0-(2l+1)\sum_{k>0}
\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}^2F^k\right].
\]

The conditions matter in practice. If spin-up and spin-down shell orbitals have different radial functions, the exchange integrals depend on \(\sigma\). If the radial functions depend on \(m'\), the spherical sums no longer factor out. In the first case the sums over \(m'\) still factor out within each spin, so the energy stays independent of \(m\): the direct term is \((2l'+1)(F^0_\uparrow+F^0_\downarrow)\), and the exchange term uses the \(G^k\) of the shell orbitals with the outer electron's spin. The second case requires the separate pair integrals.

## Example: a 3d electron outside 3p⁶

Take the model functions \(P\propto r^3e^{-\zeta r}\), with \(\zeta_{3p}=3\) and \(\zeta_{3d}=2\) bohr\(^{-1}\). They are nodeless and serve to illustrate the formula, not to describe a particular atom. The integrals, in hartree, are

\[
F^0=0.60168,\quad F^2=0.2831,\quad G^1=0.3399,\quad G^3=0.2029 .
\]

For \(l=2\), \(l'=1\), the squared 3j symbols are \(2/15\) for \(k=1\) and \(3/35\) for \(k=3\). Multiplication by \(2l'+1=3\) gives

\[
E=6F^0-\frac25G^1-\frac9{35}G^3 .
\]

The direct part is \(6(0.60168)=3.6101\) hartree. The exchange part is

\[
\frac25(0.3399)+\frac9{35}(0.2029)=0.1881\ \text{hartree}.
\]

Hence \(E=3.6101-0.1881=3.4220\) hartree, or 93.12 eV. Exchange reduces the direct repulsion by 5.2 percent.

The separate pairs show what the closed-shell sum removes. Define

\[
c^k(lm,l'm')=\sqrt{\frac{4\pi}{2k+1}}
\int Y^*_{lm}Y_{k,m-m'}Y_{l'm'}\,d\Omega .
\]

Separating \(P_k(\cos\omega)\) by the addition theorem gives

\[
J=\sum_kc^k(lm,lm)\,c^k(l'm',l'm')F^k,\qquad
K=\sum_k[c^k(lm,l'm')]^2G^k .
\]

For \(m=2\), \(m'=1\), the squared exchange coefficients are 0.4000 and 0.0122, so \(K=0.4000(0.3399)+0.0122(0.2029)=0.1384\) hartree. All exchange energies in hartree are:

| \(m\) | \(m'=-1\) | \(m'=0\) | \(m'=1\) | sum |
|---:|---:|---:|---:|---:|
| 0 | 0.0376 | 0.1130 | 0.0376 | 0.1881 |
| 1 | 0.0248 | 0.0879 | 0.0754 | 0.1881 |
| 2 | 0.0373 | 0.0124 | 0.1384 | 0.1881 |

The sums were formed before rounding. The individual energies vary strongly, but the sums agree. In the direct energies, the \(F^2\) terms cancel because the \(p\) coefficients are \(-0.2\), \(0.4\) and \(-0.2\).

Now remove the \(3p\) electron with \(m'=1\) and spin up, keeping the orbitals fixed. Its contribution must be subtracted from \(E\). For a \(3d\) electron with \(m=1\), \(J(1,1)=0.5936\) and \(K(1,1)=0.0754\) hartree, so

\[
E_\uparrow=3.4220-0.5936+0.0754=2.9038\ \text{hartree},
\]

\[
E_\downarrow=3.4220-0.5936=2.8284\ \text{hartree}.
\]

Across \(m=-2,\ldots,2\), the spin-up values run from 2.841 to 2.943 hartree and the spin-down values from 2.804 to 2.836 hartree. These are expectation values of single determinants and in general not term energies of the open-shell configuration. The exception is \(m=-2\) with spin down: it is the only determinant with \(M_L=-3\), \(M_S=-1\), so it is a pure \({}^3F\) state, and 2.804 hartree is the shell–outer interaction in that term. The determinant with \(m=2\) and spin down has the same expectation value, but it is a mixture of terms. The values show that one vacancy in a \(p\) shell is enough to restore the dependence on projection and spin. A vacancy in an \(s\) shell leaves the density spherical and restores only the dependence on spin.

The numerical check also compares the formula with explicit determinants built from Gaussian orbitals, whose two-electron integrals are evaluated without the multipole expansion. For \(p^6\) plus one \(d\) electron, both routes give 4.457139 hartree.

## Values computed for the example and the checks

```
zeta_3p = 3.0, zeta_3d = 2.0 1/bohr
F0(3d,3p) = 0.601685 hartree
F2(3d,3p) = 0.283130 hartree
G1(3d,3p) = 0.339888 hartree
G3(3d,3p) = 0.202905 hartree
(2 1 1;000)^2 = 2/15, times 3 = 2/5 (no unit)
(2 3 1;000)^2 = 3/35, times 3 = 9/35 (no unit)
c^2(1m',1m'), m'=-1,0,1 (no unit):  -0.200000   0.400000  -0.200000
c^2(2m,2m), m=0,1,2 (no unit):   0.285714   0.142857  -0.285714
squared c^k(2m,1m') for m'=-1,0,1, then their sum (no unit)
k=1 m=0:   0.066667   0.266667   0.066667   0.400000
k=1 m=1:   0.000000   0.200000   0.200000   0.400000
k=1 m=2:   0.000000   0.000000   0.400000   0.400000
k=3 m=0:   0.073469   0.110204   0.073469   0.257143
k=3 m=1:   0.122449   0.097959   0.036735   0.257143
k=3 m=2:   0.183673   0.061224   0.012245   0.257143
pair energies for m'=-1,0,1, then their sum (hartree)
J m=0:   0.585506   0.634042   0.585506   1.805054
J m=1:   0.593595   0.617864   0.593595   1.805054
J m=2:   0.617864   0.569327   0.617864   1.805054
K m=0:   0.037567   0.112998   0.037567   0.188131
K m=1:   0.024846   0.087854   0.075431   0.188131
K m=2:   0.037268   0.012423   0.138440   0.188131
direct term 6 F0 = 3.610108 hartree
exchange term (to subtract) = 0.188131 hartree
exchange/direct = 5.211 percent
interaction energy E = 3.421977 hartree
interaction energy E = 93.1167 eV
3p5, hole at m'=+1 spin up: diagonal energies, m=-2..2 (hartree)
3d spin up:     2.841382   2.853227   2.874038   2.903813   2.942553
3d spin down:   2.804114   2.828382   2.836471   2.828382   2.804114
Gaussian check: exponents p 1.6, d 0.9 1/bohr^2
p6+d, determinants: 4.45713928 hartree
p6+d, formula: 4.45713928 hartree
p6 alone, determinant: 15.34346740 hartree
p6 alone, formula: 15.34346740 hartree
largest deviation, all l,l'<=3: 8.3e-14 hartree
```
